# The average potential of neutral spherical atoms and zero-mean eigenvalue shifts, part 1

(Sections cited here and not found follow in the second part.)

## First half: the potential averaged over a cell

A periodic Poisson solver has to choose a constant. The charge density of a crystal determines its periodic electrostatic potential up to an additive number, and a common choice is to give the potential a vanishing average over the unit cell. This problem asks what that choice does to one-electron energies when two different calculations are compared.

The crystal is built by placing free atoms on a lattice without changing their charge densities. Hartree atomic units are used: lengths are in bohr, charges in units of the elementary charge $e$, and energies in hartree (Ha). Electrostatic potentials are therefore in Ha/$e$. The charge density of atom $a$ is $\rho_a$, with the nucleus counted as positive and the electrons as negative. Three assumptions are made about each atom.

- It is spherical, so $\rho_a$ depends on the distance $r$ from the nucleus alone.
- It is neutral, so $\int\rho_a\,d^3r=0$.
- Its charge falls off fast enough that $\int r^2|\rho_a|\,d^3r$ is finite.

The nucleus may be a point charge or a smooth positive distribution. The signed second radial moment of the charge is

$$
M_a=\int r^2\rho_a(r)\,d^3r=4\pi\int_0^\infty r^4\rho_a(r)\,dr .
$$

It is not divided by any charge. Its unit is $e\,$bohr$^2$.

### (a) The potential of one atom

**Question.** Let $\phi_a(r)$ be the potential of one atom, chosen to vanish at infinity. Express it through the charge lying outside the radius $r$, and find how fast it decays.

**Solution.** The charge enclosed by a sphere of radius $t$ is

$$
q(t)=4\pi\int_0^t\rho_a(s)s^2\,ds .
$$

A point nucleus, if there is one, is included in this integral. By Gauss's law the radial electric field is $q(t)/t^2$. The field is minus the gradient of the potential, and the potential vanishes at infinity, so

$$
\phi_a(r)=\int_r^\infty\frac{q(t)}{t^2}\,dt .
$$

Neutrality says that the enclosed charge and the charge outside add up to zero:

$$
q(t)=-4\pi\int_t^\infty\rho_a(s)s^2\,ds .
$$

Inserting this gives a double integral over the region $r<t<s$. We do the integral over $t$ first, at fixed $s$:

$$
\begin{aligned}
\phi_a(r)&=-4\pi\int_r^\infty\rho_a(s)s^2\left[\int_r^s\frac{dt}{t^2}\right]ds\\
&=-4\pi\int_r^\infty\rho_a(s)s^2\left(\frac1r-\frac1s\right)ds\\
&=4\pi\int_r^\infty\rho_a(s)\left(s-\frac{s^2}{r}\right)ds .
\end{aligned}
$$

The exchange of order is allowed because the integral of the absolute value is finite: the bracket $1/r-1/s$ is smaller than $1/r$, and $\int_r^\infty|\rho_a|s^2ds$ converges.

A point nucleus has disappeared from the last formula. It sits at $s=0$, which is never outside a sphere of radius $r>0$. Its charge still matters, because neutrality ties it to the number of electrons.

For the decay, use $0\le 1/r-1/s\le1/r$ again, together with $s^2\le s^4/r^2$ for $s\ge r$:

$$
|\phi_a(r)|\le\frac{4\pi}{r}\int_r^\infty|\rho_a(s)|s^2\,ds
\le\frac{1}{r^3}\,4\pi\int_r^\infty|\rho_a(s)|s^4\,ds .
$$

The last integral is the tail of a convergent integral and tends to zero as $r$ grows. The potential therefore falls faster than $1/r^3$. If the charge ends at a finite radius, the potential is zero beyond it.

### (b) The integral of the potential over all space

**Question.** Evaluate $\int\phi_a\,d^3r$ in terms of $M_a$. Explain the sign by considering a point charge surrounded by a thin shell.

**Solution.** In spherical coordinates the volume element contributes $4\pi r^2dr$. With the result of part (a),

$$
\int\phi_a\,d^3r
=16\pi^2\int_0^\infty dr\int_r^\infty ds\,\rho_a(s)\left(r^2s-rs^2\right).
$$

The region of integration is $0<r<s$. At fixed $s$ the variable $r$ runs from $0$ to $s$, so that

$$
\int_0^s\left(r^2s-rs^2\right)dr=\frac{s^4}{3}-\frac{s^4}{2}=-\frac{s^4}{6}.
$$

The order may be exchanged for the following reason. The bracket equals $-rs(s-r)$, which does not change sign in the region. The integral of the absolute value of the whole integrand is then $\tfrac16\int|\rho_a|s^4ds$, which is finite by assumption. Hence

$$
\begin{aligned}
\int\phi_a\,d^3r&=-\frac{16\pi^2}{6}\int_0^\infty\rho_a(s)s^4\,ds\\
&=-\frac{2\pi}{3}\left[4\pi\int_0^\infty\rho_a(s)s^4\,ds\right]
=-\frac{2\pi}{3}M_a .
\end{aligned}
$$

The same estimate shows that $\int|\phi_a|\,d^3r$ is finite, which will be needed for the crystal.

Now take a point charge $+1$ inside a thin shell of charge $-1$ and radius $R$. Outside the shell the potential is zero. Inside, the shell adds the constant $-1/R$, so the potential is $1/r-1/R$, which is positive. Its integral is

$$
4\pi\int_0^R r^2\left(\frac1r-\frac1R\right)dr
=4\pi\left(\frac{R^2}{2}-\frac{R^2}{3}\right)=\frac{2\pi R^2}{3}.
$$

The moment is $M=-R^2$, because the point charge contributes nothing and the shell contributes $-1$ times $R^2$. The two results agree with the general formula.

An atom with a point nucleus is a sum of such pairs, one for each shell of its electron cloud. Its potential is therefore positive at every finite distance inside the cloud, and its moment is negative. A shell of twice the radius contributes four times as much, so the diffuse outer electrons carry a large weight.

If the positive charge is itself spread out, $M_a$ is a difference of two contributions. It can vanish although the potential does not. The integral then vanishes because positive and negative regions of the potential cancel.

### (c) The hydrogen atom

**Question.** The electron density of the hydrogen ground state is $n(r)=e^{-2r}/\pi$. Find the potential of the neutral atom, and compute both sides of the relation in part (b) separately.

**Solution.** Outside the point nucleus $\rho=-n$, so the formula of part (a) becomes

$$
\phi(r)=4\int_r^\infty e^{-2s}\left(\frac{s^2}{r}-s\right)ds .
$$

Integration by parts gives the two integrals

$$
\begin{aligned}
\int_r^\infty s\,e^{-2s}ds&=e^{-2r}\left(\frac r2+\frac14\right),\\
\int_r^\infty s^2e^{-2s}ds&=e^{-2r}\left(\frac{r^2}{2}+\frac r2+\frac14\right).
\end{aligned}
$$

Dividing the second by $r$ and subtracting the first, we obtain

$$
\phi(r)=4e^{-2r}\left(\frac r2+\frac12+\frac1{4r}-\frac r2-\frac14\right)
=\left(1+\frac1r\right)e^{-2r}.
$$

Near the nucleus this behaves as $1/r$, the potential of the bare proton. Far away it vanishes exponentially.

For the left side of the relation we use $\int_0^\infty r^k e^{-2r}dr=k!/2^{k+1}$:

$$
\int\phi\,d^3r=4\pi\int_0^\infty(r^2+r)e^{-2r}dr
=4\pi\left(\frac14+\frac14\right)=2\pi .
$$

For the right side,

$$
M=-4\pi\int_0^\infty r^4\,\frac{e^{-2r}}{\pi}\,dr=-4\cdot\frac{24}{32}=-3,
\qquad -\frac{2\pi}{3}M=2\pi .
$$

Numerically, the integral of the potential is $6.283$ Ha bohr$^3/e$.

### (d) From one atom to a crystal

**Question.** Atoms at positions $\mathbf R_a$ in a cell of volume $V$ are repeated at all lattice vectors $\mathbf T$. Their potentials are added, each with its own zero at infinity. What is the average of the sum over one cell? Does it matter whether the atoms overlap? Which assumptions cannot simply be dropped?

**Solution.** The superposed potential is

$$
\phi(\mathbf r)=\sum_a\sum_{\mathbf T}\phi_a(|\mathbf r-\mathbf R_a-\mathbf T|),
$$

where $a$ runs over the atoms of one cell. Its average is

$$
\bar\phi=\frac1V\sum_a\sum_{\mathbf T}\int_{\rm cell}
\phi_a(|\mathbf r-\mathbf R_a-\mathbf T|)\,d^3r .
$$

In each term substitute $\mathbf x=\mathbf r-\mathbf T$. The integrand becomes $\phi_a(|\mathbf x-\mathbf R_a|)$, and the region becomes the cell displaced by $-\mathbf T$. As $\mathbf T$ runs over the lattice, the displaced cells fill space once, without gaps. The sum of integrals over cells is thus one integral over all space:

$$
\bar\phi=\frac1V\sum_a\int\phi_a(|\mathbf x-\mathbf R_a|)\,d^3x
=-\frac{2\pi}{3V}\sum_aM_a .
$$

Summing and integrating in this order is legitimate because $\int|\phi_a|\,d^3r$ is finite.

The shape of the cell and the positions of the atoms do not enter. Overlap does not matter either, because the potentials add linearly. For unchanged atoms in a larger cell, the average falls as $1/V$: the same integrated potential is spread over more space.

Neutrality is essential to the argument. An atom with net charge $Q$ has the tail $Q/r$, and the integral over a sphere of radius $R$ then contains a part growing as $2\pi QR^2$. There is no finite integral over all space.

Spherical symmetry has a subtler role. A neutral atom without a dipole may still have a quadrupole, whose potential is an angular function divided by $r^3$. The absolute value of this tail, integrated with the volume element $r^2dr$, gives $\int dr/r$, which diverges logarithmically. The positive and negative parts may cancel for one way of summing and leave a different remainder for another. The rearrangement used above is then not justified. Spherical symmetry removes this difficulty, although particular non-spherical charges may also be harmless.

### (e) A model atom and an oblique cell

**Question.** A model atom consists of a Gaussian core of charge $+Z$ and a Gaussian electron cloud of charge $-Z$. Their widths $\sigma_c$ and $\sigma_e$ are the standard deviations along one Cartesian axis. Find its potential and moment. Then find the average potential of a cell with two such atoms, using the parameters below.

| Atom | $Z$ | $\sigma_c$ (bohr) | $\sigma_e$ (bohr) |
|---|---:|---:|---:|
| A | 8 | 0.7 | 1.6 |
| B | 2 | 0.7 | 1.5 |

The cell vectors, in bohr, are $(6,0,0)$, $(1,5.5,0)$ and $(0.5,-1,6.5)$.

**Solution.** A normalized Gaussian charge of width $\sigma$ is

$$
g_\sigma(r)=\frac{e^{-r^2/(2\sigma^2)}}{(2\pi)^{3/2}\sigma^3}.
$$

For a spherical potential $\phi=u/r$, Poisson's equation $\nabla^2\phi=-4\pi\rho$ becomes $u''=-4\pi r\rho$. Try $u=\operatorname{erf}(r/(\sqrt2\sigma))$. Its derivatives are

$$
u'=\sqrt{\frac2\pi}\,\frac1\sigma e^{-r^2/(2\sigma^2)},\qquad
u''=-\sqrt{\frac2\pi}\,\frac r{\sigma^3}e^{-r^2/(2\sigma^2)} .
$$

Since $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$, the second derivative equals $-4\pi r g_\sigma$, as required. Also $u(0)=0$, so there is no extra point charge, and $u\to1$ far away, as a unit charge demands. Adding the core and the cloud gives

$$
\phi_a(r)=\frac Zr\left[
\operatorname{erf}\!\left(\frac r{\sqrt2\sigma_c}\right)
-\operatorname{erf}\!\left(\frac r{\sqrt2\sigma_e}\right)\right].
$$

The cloud is wider than the core, so this potential is positive.

The mean square distance in one Gaussian is $3\sigma^2$, one $\sigma^2$ for each axis. Therefore

$$
M_a=3Z(\sigma_c^2-\sigma_e^2).
$$

For atom A the core contributes $24\times0.49=11.76$ and the cloud $-24\times2.56=-61.44$, so $M_A=-49.68\ e\,$bohr$^2$. For atom B, $M_B=6(0.49-2.25)=-10.56\ e\,$bohr$^2$.

The matrix of cell vectors is triangular, so the volume is the product of its diagonal elements, $6\times5.5\times6.5=214.5$ bohr$^3$. The average is

$$
\bar\phi=\frac{2\pi}{3}\,\frac{49.68+10.56}{214.5}=0.588188\ \text{Ha}/e .
$$

This number can also be obtained without the moments. Atom A was placed at the fractional coordinates $(0.11,0.23,0.31)$ and atom B at $(0.57,0.63,0.71)$. The potentials of both atoms and of their images, up to three cells away in each lattice direction, were added on a grid of $25^3$ points. The average over the grid is $0.588188$ Ha/$e$, the same to the digits shown. The clouds overlap considerably in this cell, whose edges are only about four cloud widths long.

## Second half: the zero-mean convention and the eigenvalues

The symbols carried over are these. The neutral spherical atoms in a cell of volume $V$ have charge densities $\rho_a$ and moments $M_a=\int r^2\rho_a\,d^3r$, with electrons counted as negative charge. Each free-atom potential $\phi_a$ vanishes at infinity and satisfies $\int\phi_a\,d^3r=-(2\pi/3)M_a$. Their periodic sum $\phi$ has the average

$$
\bar\phi=-\frac{2\pi}{3V}\sum_aM_a .
$$

The model atom A has a core of charge $+8$ and width $0.7$ bohr, a cloud of charge $-8$ and width $1.6$ bohr, and $M_A=-49.68\ e\,$bohr$^2$. Atom B has charges $\pm2$, widths $0.7$ and $1.5$ bohr, and $M_B=-10.56\ e\,$bohr$^2$. All quantities remain in Hartree atomic units.

### (f) What a periodic Poisson solver leaves out

**Question.** Solve Poisson's equation for the periodic charge density with a Fourier series. How is the solution with zero average related to the superposition $\phi$? What would the omitted coefficient have been?

For neutral spherical atoms, the cell average of the superposed potential is now known from their second radial moments and the cell volume alone, whether or not the atoms overlap. It remains to answer the question just posed about the zero-average Fourier solution, and to find what that convention does to eigenvalues and total energies.
